\section*{Mean thickness and growth rate of hemispherical islands from random nuclei}

\section*{The problem}

A film is deposited on a substrate on which it starts only at isolated nuclei. The nuclei are points, placed at random as a planar Poisson process with mean number $N$ per unit area. All start at the same moment, and each grows outward at the same speed in every direction, so that each island is a hemisphere of the common radius $r$. Where hemispheres overlap, the shared volume is counted once. Deposited material does not move, and the bare substrate forms no further nuclei.

The mean thickness $h$ is the film volume per unit substrate area. In atomic layer deposition the radius is taken to advance by a fixed amount $G$ per cycle, so that after $n$ cycles $r=Gn$ and
\begin{equation}
\frac{dh}{dn}=G\,\frac{dh}{dr}.
\end{equation}
The slope $dh/dr$ is then the growth per cycle in units of that of a flat, closed film. The dimensionless radius is $x=r\sqrt{\pi N}$; its square is the mean number of nuclei within in-plane distance $r$ of a given point.

\section*{(a) Mean thickness}

\textbf{Question.} Find $h$ as a function of $r$ and $N$.

\textbf{Solution.} Consider a point at height $z<r$ above the substrate. It lies inside the hemisphere of a nucleus at in-plane distance $\rho$ if $\rho^2+z^2<r^2$. It is therefore empty if a disk of radius $\sqrt{r^2-z^2}$ contains no nucleus. The mean number of nuclei in that disk is $\pi N(r^2-z^2)$, and a Poisson number with mean $m$ is zero with probability $e^{-m}$. The filled fraction of the plane at height $z$ is thus
\begin{equation}
\theta(z)=1-e^{-\pi N(r^2-z^2)} .
\label{eq:theta}
\end{equation}
At $z=0$ this is the covered fraction of the substrate, $1-e^{-x^2}$.

The thickness is the sum of the filled fractions of all layers:
\begin{align}
h&=\int_0^r\theta(z)\,dz
 =r-e^{-\pi N r^2}\int_0^r e^{\pi N z^2}\,dz \nonumber\\
 &=r-\frac{1}{\sqrt{\pi N}}\;e^{-x^2}\int_0^x e^{t^2}\,dt ,
\end{align}
where $t=z\sqrt{\pi N}$ was substituted in the last step. The remaining combination is the Dawson function,
\begin{equation}
D(x)=e^{-x^2}\int_0^x e^{t^2}\,dt ,
\end{equation}
and so
\begin{equation}
h=r-\frac{D(x)}{\sqrt{\pi N}} .
\label{eq:h}
\end{equation}

\section*{(b) Slope and exposed area}

\textbf{Question.} Find $dh/dr$, and obtain it a second time from the geometry of the film surface.

\textbf{Solution.} The product rule gives
\begin{equation}
D'(x)=-2x\,e^{-x^2}\int_0^x e^{t^2}dt+e^{-x^2}e^{x^2}=1-2xD(x).
\label{eq:dprime}
\end{equation}
Since $dx/dr=\sqrt{\pi N}$, this factor cancels the prefactor in Eq.~(\ref{eq:h}), and
\begin{equation}
\frac{dh}{dr}=1-D'(x)=2xD(x)\equiv R(x).
\label{eq:R}
\end{equation}

For the second derivation, let the radius grow by $dr$. Every exposed element of film surface moves along its normal by $dr$, so the added volume is the exposed area times $dr$; corrections at the creases between islands are of order $dr^2$. Hence $dh/dr$ must equal the exposed film area per unit substrate area, with the bare substrate left out.

A hemisphere has area $2\pi r\,dz$ between heights $z$ and $z+dz$. A surface point at height $z$ is buried if another nucleus lies within in-plane distance $\sqrt{r^2-z^2}$ of it. Nuclei of a Poisson process are independent, so the others still have density $N$ around a chosen one, and the point stays exposed with probability $e^{-\pi N(r^2-z^2)}$. The exposed area per unit substrate area is
\begin{equation}
N\int_0^r 2\pi r\,e^{-\pi N(r^2-z^2)}dz
=2\pi N r\,\frac{D(x)}{\sqrt{\pi N}}=2xD(x),
\end{equation}
in agreement with Eq.~(\ref{eq:R}).

A simulation with random nuclei in a periodic box gives the same result. At $x=1.5$ the slope of the simulated thickness is 1.286 and the separately sampled exposed area is 1.280, while $2xD$ is 1.285.

\section*{(c) Small and large islands}

\textbf{Question.} How do $h$ and $R$ behave long before and long after the islands meet?

\textbf{Solution.} For small $x$, $D\approx x$ to lowest order. Equation~(\ref{eq:dprime}) then gives $D'\approx1-2x^2$, so $D\approx x-\tfrac23x^3$ and
\begin{equation}
h\approx\frac{1}{\sqrt{\pi N}}\,\frac{2x^3}{3}=N\,\frac{2\pi r^3}{3}.
\end{equation}
This is the number of islands per area times the volume of one hemisphere, as it must be when overlaps are rare. The slope starts as $R\approx2x^2$.

For large $x$, put $t=x-s$ in the Dawson integral. Since $t^2-x^2=-2xs+s^2$,
\begin{equation}
D(x)=\int_0^x e^{-2xs+s^2}\,ds .
\end{equation}
On this range $-2xs+s^2\le -xs$, so values of $s$ of order $1/x$ dominate. There $s^2$ is small and $e^{s^2}\approx1+s^2$. Extending the upper limit to infinity costs an exponentially small amount, and
\begin{equation}
D(x)\approx\frac{1}{2x}+\frac{2}{(2x)^3}=\frac1{2x}+\frac1{4x^3}.
\end{equation}
Therefore
\begin{equation}
R\approx1+\frac{1}{2x^2},\qquad r-h\approx\frac{1}{2\pi N r}.
\label{eq:late}
\end{equation}
The slope approaches the closed-film value 1 from above. A closed film that still carries the rounded tops of its islands has more area than a flat one.

\section*{(d) The maximum of the slope}

\textbf{Question.} How many maxima does $R(x)$ have, where are they, and how high?

\textbf{Solution.} Differentiate $R=2xD$ and use Eq.~(\ref{eq:dprime}):
\begin{equation}
R'=2D+2x(1-2xD)=\frac{R}{x}+2x(1-R).
\label{eq:Rprime}
\end{equation}
At a stationary point $R'=0$, so $R\,(2x-1/x)=2x$, or
\begin{equation}
R=\frac{2x^2}{2x^2-1}=1+\frac{1}{2x^2-1}.
\label{eq:stat}
\end{equation}
Because $R>0$ for $x>0$, a stationary point needs $2x^2>1$, and its height exceeds 1. Differentiating Eq.~(\ref{eq:Rprime}) once more gives
\begin{equation}
R''=\frac{R'}{x}-\frac{R}{x^2}+2(1-R)-2xR' .
\end{equation}
With $R'=0$ and Eq.~(\ref{eq:stat}),
\begin{align}
R''&=2-R\left(2+\frac1{x^2}\right)
=2-\frac{2(2x^2+1)}{2x^2-1}\nonumber\\
&=\frac{4x^2-2-4x^2-2}{2x^2-1}=-\frac{4}{2x^2-1}<0 .
\end{align}
Every stationary point is a strict maximum. Two maxima would have a minimum between them, which is excluded, so there is at most one. There is also at least one, since $R$ starts at 0, exceeds 1 at large $x$ by Eq.~(\ref{eq:late}), and finally tends to 1.

Its position follows from $2xD=2x^2/(2x^2-1)$, that is, from $D(x)=x/(2x^2-1)$. The numerical root is $x=1.502$. Then $2x^2-1=3.512$ and
\begin{equation}
R_{\max}=1+\frac{1}{3.512}=1.285 .
\end{equation}
The density $N$ sets the radius at which the peak occurs but not its height. The covered fraction at the peak is $1-e^{-2.256}=0.895$. An exposed area of 1.285 thus sits on 0.895 of the substrate, about 1.4 units of surface for each unit of covered ground. This excess outweighs the tenth of the substrate that does not yet contribute.

\section*{(e) Thickness deficit and apparent delay}

\textbf{Question.} When does the film lag furthest behind one that was closed from the start, and is the lag permanent? What delay does a straight-line fit suggest?

\textbf{Solution.} A film closed from the start would have thickness $r$. The deficit is $r-h=D(x)/\sqrt{\pi N}$, and $D'=1-R$. It is largest where $R$ passes through 1. By part (d), $R$ rises through 1 once and then stays above it, so there is one such point: $x=0.924$, with $D=0.541$ and a covered fraction of 0.574.

Integrating $D'=1-R$ from $D(0)=0$ gives
\begin{equation}
\int_0^x(R-1)\,dx'=-D(x)\;\longrightarrow\;0\qquad(x\to\infty).
\end{equation}
The later excess growth repays the whole early deficit. In this model nucleation at isolated points causes no permanent loss of thickness.

A tangent to $h(r)$ nevertheless cuts the $r$ axis at a positive value,
\begin{equation}
r_0=r-\frac{h}{R},
\label{eq:tangent}
\end{equation}
and $r_0/G$ looks like an incubation time. For a late tangent, Eq.~(\ref{eq:late}) gives $h/R\approx r-1/(\pi N r)$, so $r_0\approx1/(\pi N r)$, which vanishes slowly. The apparent delay depends on where the line is fitted, although every nucleus started at once.

\section*{(f) Numbers for a metal film}

\textbf{Question.} Evaluate the results for $N=10^{12}\ \mathrm{cm^{-2}}$ and $G=0.05$ nm per cycle, rough values in the regime of platinum deposited on an oxide near $300\,^\circ$C.

\textbf{Solution.} The density is $0.01\ \mathrm{nm^{-2}}$, and the unit of length is $1/\sqrt{\pi N}=5.642$ nm. At the peak,
\begin{align}
r&=1.502\times5.642\ \mathrm{nm}=8.47\ \mathrm{nm},\nonumber\\
n&=8.47/0.05\approx169,\nonumber\\
h&=1.0743\times5.642\ \mathrm{nm}=6.06\ \mathrm{nm},
\end{align}
where $1.0743=x-D(x)$. The growth per cycle there is $1.285\times0.05=0.064$ nm.

The deficit is largest at $r=0.924\times5.642=5.21$ nm, in cycle 104, and amounts to $0.541\times5.642=3.05$ nm, the growth of 61 cycles on a closed film. The tangent at the steepest point gives
\begin{equation}
r_0=8.474-\frac{6.061}{1.2847}=3.76\ \mathrm{nm},
\end{equation}
an apparent delay of 75 cycles. At cycle 1000, where $r=50$ nm, $h=49.68$ nm and $R=1.0065$, the same construction gives $r_0=0.64$ nm, or 13 cycles. The numerical output lists further points of the growth curve.

\section*{(g) Ordered nuclei and gradual nucleation}

\textbf{Question.} How does the peak change if the nuclei form a hexagonal lattice, or if they appear over a period of time? Keep $N$ and $G$ fixed.

\textbf{Solution.} A hexagonal lattice of spacing $a$ has $N=2/(\sqrt3a^2)$. Until the islands touch at $r=a/2$, the exposed area per unit substrate area is $2\pi r^2N$. At contact it is
\begin{equation}
2\pi\,\frac{a^2}{4}\,\frac{2}{\sqrt3a^2}=\frac{\pi}{\sqrt3}=1.814 .
\end{equation}
Just after contact each island loses half a spherical cap, of area $\pi r(r-a/2)$, on each of its six sides. Its exposed area $2\pi r^2-6\pi r(r-a/2)$ has slope $4\pi r-12\pi r+3\pi a=-\pi a$ at $r=a/2$, so the area falls and contact is a sharp maximum. A numerical scan from $r=0.3a$ to $0.9a$ finds no higher one. For the example it lies at $r=5.37$ nm. With random nuclei some islands collide early while gaps remain elsewhere; on the lattice all collide together, at full exposed area.

For gradual nucleation, let $N$ be the density of potential sites, each activated after a random time with exponential distribution and mean $\tau$ cycles. Let $r=Gn$ now denote the radius of an island started at $n=0$. A site activated later has radius $r-u$, where $u$ has probability density $e^{-u/\ell}/\ell$ with $\ell=G\tau$. The exponent in Eq.~(\ref{eq:theta}) becomes an average over $u$:
\begin{equation}
\pi N\int_0^{r-z}\frac{e^{-u/\ell}}{\ell}\left[(r-u)^2-z^2\right]du .
\end{equation}
Sites overgrown before activation may be left in the count. An island started there would lie inside the one that covered it, and would stay inside because both radii grow equally fast.

For $\tau=50$ cycles the peak of $dh/dr$ is 1.304, at cycle 214; for $\tau=200$ cycles it is 1.319, at cycle 292. The peak comes later because the islands start later. For these two values it is also slightly higher, despite the spread of island sizes. The calculation shows this rise in height but does not by itself explain it.

\section*{(h) The real film}

\textbf{Question.} Which assumptions are doubtful for platinum on an oxide, and how much could they matter?

\textbf{Solution.} Nucleus density and growth per cycle depend on the oxide, its preparation and the reactants, so the cycle numbers above illustrate a regime and do not predict a given process. One doubtful assumption is that deposited metal stays where it lands. Small metal islands can lower their surface energy by surface diffusion, and touching islands can merge. If two equal hemispheres that just touch merge into one hemisphere of the same total volume, its radius is $2^{1/3}r$ and the exposed area changes by the factor
\begin{equation}
\frac{2^{2/3}}{2}=0.794 .
\end{equation}
The loss of 21\% is comparable with the overshoot of 28\%. Contact comes early: an island has a neighbour closer than $2r$ with probability $1-e^{-4x^2}$, which reaches one half at $x=\sqrt{\ln2}/2$, here $r=2.35$ nm or cycle 47. Merging that continues at every contact could therefore remove much of the overshoot, and it would also leave gaps open for longer. Merging that stops once the islands are large acts differently: it leaves fewer, non-overlapping and more evenly spaced islands, and, as with the ordered nuclei of part (g), the later peak can then be higher than for random nuclei. The pair estimate gives the scale of the effect, not the height of the resulting peak nor the direction in which it moves.

Two further corrections can be estimated. If adsorption is limited by the crowding of ligands in a shell of thickness $\delta$, an isolated island accepts more material per unit area than a flat film, by roughly $(1+\delta/r)^2$. For $\delta=0.3$ nm and an isolated island of the peak radius this is 1.07. Where islands meet, however, their shells overlap and part of the gain is lost. The outer surface of the shell is that of hemispheres of radius $r+\delta$, so its area per unit substrate area is $R(x+\delta\sqrt{\pi N})$. At the peak $R$ is stationary, and by this measure the total uptake of a film of the shape assumed here hardly changes. A starting radius of 0.5 nm in place of zero brings the peak forward by 10 cycles and does not alter its height. Crystal facets, which would replace the hemispheres by polyhedra, are not estimated here.

A measured overshoot near 28\% is thus compatible with immobile, simultaneous, random nuclei but does not establish them: gradual nucleation with either of the two activation times tried gives nearly the same height, hexagonal order raises the peak, and merging can move it either way, depending on how long it continues.

\section*{Numbers as computed}
\begin{verbatim}
Universal results (scaled radius x, dimensionless)
peak: x = 1.5020, dh/dr = 1.2847
peak: D = 0.4277, scaled h = 1.0743
second derivative of slope at peak = -1.1390
slope = 1 at x = 0.9241, D there = 0.5410
Simulation: x, h sim, h formula, slope sim, area sim, 2xD
0.500 0.0755 0.0756 0.425 0.424 0.4244
0.924 0.3833 0.3830 1.000 1.000 0.9998
1.500 1.0722 1.0718 1.286 1.280 1.2847
2.200 1.9359 1.9355 1.163 1.160 1.1638
Example inputs (rough, platinum on oxide)
nucleus density = 1.0e+12 cm^-2
radius gain = 0.050 nm/cycle
length 1/sqrt(pi N) = 5.642 nm
peak radius = 8.47 nm, cycle 169
peak mean thickness = 6.06 nm
peak growth = 0.0642 nm/cycle
substrate coverage at peak = 0.895
slope 1: radius 5.21 nm, cycle 104
coverage at slope 1 = 0.574
largest deficit r-h = 3.05 nm
apparent delay from peak tangent = 75 cycles
Table: cycle, r (nm), h (nm), dh/dr, coverage
  40   2.0   0.159 0.2313 0.1181
  80   4.0   1.106 0.7274 0.3951
 120   6.0   3.001 1.1304 0.6773
 170   8.5   6.094 1.2847 0.8967
 250  12.5  11.022 1.1609 0.9926
 400  20.0  19.168 1.0459 1.0000
1000  50.0  49.680 1.0065 1.0000
Neglected effects
activation time 50 cycles: peak 1.304 at cycle 214
activation time 200 cycles: peak 1.319 at cycle 292
hexagonal nuclei: peak 1.814 at r = 5.37 nm
area ratio after full pair merging = 0.794
half of islands touch at r = 2.35 nm, cycle 47
ligand shell = 0.3 nm, factor at peak = 1.072
starting radius 0.5 nm: peak earlier by 10 cycles
\end{verbatim}
